# Field in a Triangular Silicon Well from Its Level Spacing

## Question

Electrons are held against the oxide on a (100) silicon surface at 77 K. For motion along the surface normal $x$, take the potential energy $V(x)=eFx$ for $x>0$ and an impenetrable wall at $x=0$. Here $e>0$, and $F$ is the magnitude of a uniform field inside the silicon. Energies are measured from the conduction-band edge at the wall, and levels are numbered from $n=1$.

Two conduction-band valleys present the mass $m=0.916\,m_e$ to the wall, and four present $m'=0.19\,m_e$. The two lowest levels of the heavy-mass valleys are $\Delta E=50$ meV apart. This is a true level spacing: any shift of an absorption peak by the collective response of the electrons has already been removed.

Data: $\hbar^2/2m_e=0.0381$ eV nm². The decaying Airy function $\mathrm{Ai}(z)$ solves $u''=zu$; its first zeros are $a_1=-2.33811$ and $a_2=-4.08795$.

**(a)** Find the energy levels.

**(b)** Find $F$, and its change if the spacing is misread by 1 meV.

**(c)** Estimate $F$ again by semiclassical phase counting.

**(d)** Find $\langle x\rangle$ and $\langle x^2\rangle$ in each level. The field really comes from a uniformly charged depletion layer with a total band bending of 1.0 V. Estimate the resulting change of the spacing at fixed surface field.

**(e)** Where does the lowest light-mass level lie? What field would follow if the 50 meV were the distance from the lowest heavy-mass level to this one?

**(f)** The oxide barrier is really 3.1 eV high, with electron mass $m_{ox}=0.5\,m_e$ inside it. What does this do to the levels and to their spacing?

**(g)** Discuss how far the field from (b) can be trusted in a real inversion layer.

## Model answers

### (a) Levels

In the effective-mass approximation with a parabolic band,

$$-\frac{\hbar^2}{2m}\frac{d^2\psi}{dx^2}+eFx\,\psi=E\psi .$$

The surface normal is a principal axis of these valleys, so motion along the surface separates. It adds the same energy to both levels at equal in-plane momentum and drops out of their spacing.

Let $x=L(z+\varepsilon)$ with $\varepsilon=E/E_0$ and $E_0=eFL$. Then $eFx-E=E_0(z+\varepsilon)-E_0\varepsilon=E_0z$, and $d^2/dx^2=L^{-2}d^2/dz^2$, so

$$\frac{d^2\psi}{dz^2}=\frac{2mL^2}{\hbar^2}\,eFL\,z\,\psi .$$

The prefactor becomes 1 if

$$L^3=\frac{\hbar^2}{2meF},\qquad\text{whence}\qquad E_0=eFL=\frac{\hbar^2}{2mL^2}.$$

What remains is $\psi''=z\psi$. Of its two independent solutions one grows at large $z$, so a bound state must be $\mathrm{Ai}(z)$. The wall lies at $z=-\varepsilon$, where $\psi=0$. Hence $-\varepsilon=a_n$ and

$$E_n=|a_n|E_0,\qquad E_0^3=(eF)^3L^3=\frac{\hbar^2}{2m}(eF)^2 .$$

### (b) The field

Subtracting the two levels gives $E_0$ before $F$ is known:

$$E_0=\frac{\Delta E}{|a_2|-|a_1|}=\frac{50\ \text{meV}}{1.74984}=28.574\ \text{meV}.$$

Solving the relation for $E_0^3$ for the field gives

$$F=\frac1e\sqrt{\frac{2m}{\hbar^2}}\left(\frac{\Delta E}{|a_2|-|a_1|}\right)^{3/2}.$$

With $\hbar^2/2m=0.0381/0.916=0.041594$ eV nm²,

$$eF=\sqrt{\frac{(0.028574)^3}{0.041594}}\ \text{eV/nm}=0.02368\ \text{eV/nm}.$$

Since 1 V/nm is 10 MV/cm, $F=0.237$ MV/cm, or about **0.24 MV/cm**. A search for the field that gives 50 meV, made by diagonalizing the well on a grid without Airy functions, also yields 0.2368 MV/cm.

The levels are $E_1=66.8$ meV and $E_2=116.8$ meV, and $L=1.21$ nm.

At fixed mass $F\propto\Delta E^{3/2}$, so for small errors $\delta F/F=\tfrac32\,\delta(\Delta E)/\Delta E$. An error of 1 meV is 2% of the spacing and changes the field by 3%, or 0.007 MV/cm.

### (c) Phase counting

The local wave number is $k=\sqrt{2m(E-eFx)}/\hbar$. With $s=x/L$, the phase between the wall and the turning point $s=\varepsilon$ is

$$\int k\,dx=\int_0^{\varepsilon}\sqrt{\varepsilon-s}\,ds=\tfrac23\varepsilon^{3/2}.$$

Well inside the allowed region, the decaying solution behaves as $\sin(\text{phase to the turning point}+\pi/4)$. It must vanish at the wall, so the bracket equals $n\pi$:

$$\tfrac23\varepsilon_n^{3/2}=\left(n-\tfrac14\right)\pi,\qquad \varepsilon_n=\left[\tfrac{3\pi}{2}\left(n-\tfrac14\right)\right]^{2/3}.$$

This gives 2.3203 and 4.0818 in place of $|a_1|$ and $|a_2|$. Their difference, 1.7615, is slightly too large, so the inferred field is slightly too small: 0.2345 MV/cm, 1% below the Airy result.

### (d) Extent of the states and curvature of the potential

Let $u=\mathrm{Ai}(z)$ on $a\le z<\infty$, with $a=a_n$, $u(a)=0$ and $N=\int u^2dz$. Multiplying $u''=zu$ by $2u'$ gives $(u'^2)'=z(u^2)'$. Multiply this by $1$, $z$ and $z^2$ in turn and integrate by parts; boundary terms containing $u$ vanish.

- Factor $1$: $-u'(a)^2=-N$, so $u'(a)^2=N$.
- Factor $z$: $-aN-\int u'^2dz=-2\int zu^2dz$. Since $\int u'^2dz=-\int uu''dz=-\int zu^2dz$, it follows that $\langle z\rangle=a/3$.
- Factor $z^2$: $-a^2N-2\int zu'^2dz=-3\int z^2u^2dz$. Here $\int zu'^2dz=-\int uu'dz-\int zuu''dz=-\int z^2u^2dz$, because $\int uu'dz=0$. Hence $\langle z^2\rangle=a^2/5$.

With $x/L=z+\varepsilon$, $a=-\varepsilon$ and $\varepsilon L=E/eF$,

$$\langle x\rangle=L\varepsilon\left(1-\tfrac13\right)=\frac{2E}{3eF},\qquad
\langle x^2\rangle=L^2\varepsilon^2\left(\tfrac15-\tfrac23+1\right)=\frac{8E^2}{15(eF)^2}.$$

The mean distances are 1.88 nm and 3.29 nm.

In a uniformly charged depletion layer the field falls linearly from $F$ to zero over a width $W$. The area under it is the band bending, $FW/2=1.0$ V, so $W=84.4$ nm. At the two mean distances the field has fallen by about 2% and 4%. Integrating $eF(1-x/W)$ gives $V=eFx-eFx^2/2W$. To first order in the second term,

$$\delta(\Delta E)=-\frac{eF}{2W}\left(\langle x^2\rangle_2-\langle x^2\rangle_1\right)=-\frac{4}{15}\,\frac{E_2^2-E_1^2}{eFW}.$$

With $eFW=2.0$ eV and $E_2^2-E_1^2=0.00918$ eV² this is $-1.22$ meV. Diagonalization of the curved well gives $-1.25$ meV.

### (e) The light-mass ladder

At a given field $E_0\propto m^{-1/3}$, so

$$E_1'=rE_1,\qquad r=\left(\frac{0.916}{0.19}\right)^{1/3}=1.689,\qquad E_1'=112.9\ \text{meV}.$$

This lies between $E_1$ and $E_2$. It does so at every field within this model, because all the levels scale as $F^{2/3}$ and $r|a_1|=3.95$ is smaller than $|a_2|=4.09$. The two lowest levels of the well as a whole therefore belong to different valleys, so a quoted spacing must say which levels it separates.

If 50 meV were $E_1'-E_1=(r-1)|a_1|E_0$, the divisor 1.74984 would be replaced by $0.6893\times2.33811=1.612$. The field would be

$$0.2368\left(\frac{1.74984}{1.612}\right)^{3/2}\text{MV/cm}=0.268\ \text{MV/cm},$$

which is 13% higher.

### (f) A finite barrier

Neglect the slope of the potential over the short penetration depth in the oxide. There $\psi\propto e^{\kappa x}$ for $x<0$, with $\kappa=\sqrt{2m_{ox}(V_b-E)}/\hbar$ and $V_b=3.1$ eV. Continuity of $\psi$ and of $\psi'/m$, which conserves current, gives just inside the silicon

$$\frac{\psi(0)}{\psi'(0)}=\frac{m_{ox}}{m\kappa}\equiv\delta .$$

Extended linearly, the silicon wave function vanishes at $x=-\delta$. The well thus acts as if its wall stood there, where the extended potential is $-eF\delta$. To leading order in $\delta/L$, each level falls by $eF\delta$.

For level 1, $\delta=0.0865$ nm and $eF\delta=23.68\times0.0865=2.05$ meV. Solving the matching condition numerically gives shifts of 2.04 and 2.05 meV. The barrier is so high that $\delta$ hardly depends on the level, so the spacing changes by only $-0.01$ meV. Within this ladder, absolute level positions are much more sensitive to the barrier than the spacing is. This does not hold between ladders. Since $\delta\propto1/m$, the lowest light-mass level falls further, by 9.6 meV when the matching condition is solved for it. The distance $E_1'-E_1$ used in (e) then shrinks by 7.6 meV, so the second field found there relies on the hard wall.

### (g) The real inversion layer

**Image charge.** An electron in silicon polarizes the interface. Place an image charge $q'$ at $-x$ to describe the silicon side, and a charge $q''$ at the electron's position to describe the oxide side. Writing the electron's charge as $q$, continuity of potential and of normal displacement requires $(q+q')/\epsilon_s=q''/\epsilon_{ox}$ and $q-q'=q''$. Hence $q'=q(\epsilon_s-\epsilon_{ox})/(\epsilon_s+\epsilon_{ox})$, of the same sign as $q$. Integrating the repulsive force $qq'/[4\pi\epsilon_0\epsilon_s(2x)^2]$ from $x$ to infinity gives the energy

$$\frac{C}{x},\qquad C=\frac{e^2(\epsilon_s-\epsilon_{ox})}{16\pi\epsilon_0\epsilon_s(\epsilon_s+\epsilon_{ox})}=15.4\ \text{meV nm},$$

with the relative permittivities taken as 11.7 and 3.9. The lower state lies nearer the wall and is raised more. At fixed field the spacing falls by 2.90 meV. This treats the oxide as infinitely thick; with a metal gate behind 10 nm of oxide the fall would be about 2.7 meV.

**Charge of the electrons.** A density $N_s=10^{11}$ cm⁻² adds $eN_s/\epsilon_0\epsilon_s=0.0155$ MV/cm at the surface. This extra field dies away across the layer as less charge remains beyond $x$. With the charge distributed as in the unperturbed lowest state, the spacing rises by 0.37 meV.

**Effect on the answer.** Let $F$ now mean the surface field of the depletion charge alone, and hold the band bending and $N_s$ fixed. The values of $F$ that restore a 50 meV spacing are:

| Included | $F$ (MV/cm) |
|---|---|
| ideal well | 0.237 |
| depletion curvature | 0.246 |
| image repulsion | 0.258 |
| electron charge | 0.234 |
| all three | 0.268 |

The combined correction is +13%, far more than a 1 meV reading error. Its near equality with the change in (e) is accidental. Exchange and correlation among the electrons are left out of the table, and they are not small beside the terms kept. An unscreened exchange estimate at 77 K and $10^{11}$ cm⁻² lowers the lowest level by about 1.6 to 2.4 meV (thermal average, or zero in-plane momentum) and the second by under 0.1 meV. The spacing then rises by 1.5 to 2.3 meV, four to six times the electrostatic 0.37 meV. This would bring the last value down to about 0.25 MV/cm, a correction of +5 to +8%. Screening and correlation would change this figure again, so the sign of the combined correction is more secure than its size.

**Comparison with devices.** The field and band bending imply about $1.8\times10^{17}$ acceptors per cm³, a plausible channel doping. At 77 K, however, an inversion layer in equilibrium with such a substrate needs a band bending of about 1.2 V. The given 1.0 V therefore implies a forward substrate bias of about 0.2 V. The chosen $N_s$ is low for a transistor that is switched on, where $10^{12}$ to $10^{13}$ cm⁻² is a rough typical range. Already at $10^{12}$ cm⁻² the electrons add 0.155 MV/cm at the surface. That is comparable with $F$ itself, so the potential should be found self-consistently. Because the extra field dies away across the layer, the spacing changes less than the surface field suggests: it rises by about 3.4 meV in a self-consistent electrostatic calculation with all the electrons in the lowest level, against 4.2 meV if the charge is frozen in the unperturbed state. The length $L$ is also only about two lattice constants, which limits the effective-mass description. One part of this can be sized. A band nonparabolicity $\alpha$ shifts each level by about $-\alpha\langle T^2\rangle=-\alpha E_n^2/5$, since the kinetic energy is $T=-E_0z$ and $\langle z^2\rangle=a^2/5$ from (d). With a rough typical $\alpha\approx0.5$ eV⁻¹ the spacing falls by about 0.9 meV and the inferred field rises by about 3%, an effect not included in the table.

**Temperature.** At 77 K, $k_BT=6.6$ meV, and in the ideal well over 99% of the electrons occupy the lowest level. At 300 K this share is only about half. The light-mass valleys have a density of states $4\sqrt{0.19\times0.916}/(2\times0.19)=4.4$ times larger, which offsets much of their Boltzmann factor.

**Leakage and breakdown.** The field is near 0.3 MV/cm, a rough breakdown field for lightly doped silicon; at higher doping, where the high-field region is thinner, breakdown needs a higher field. Moreover, a carrier starting at rest gains at most 1.0 eV across the depletion layer, less than the gap of about 1.2 eV, so it cannot create an electron–hole pair. Without the forward substrate bias the band bending would be about as large as the gap, so this simple energy argument would no longer give protection. A reverse bias or a drain voltage raises the available energy further. Tunnelling across the gap is also ruled out while the band bending is smaller than the gap, because no conduction-band state then lies at the energy of a valence-band state. Even if the uniform field continued far enough to open this path, the semiclassical factor would be tiny: about $e^{-160}$ for a simple triangular barrier, or about $e^{-100}$ if the decay constant is made to vanish at both band edges (tunnelling mass taken as $0.2\,m_e$). Through 10 nm of oxide the factor is about $e^{-120}$, so tunnelling does not limit the use of sharp levels here.

## Values computed for the example and the checks

```
level spacing (input): 50.0 meV
masses, heavy and light (input): 0.916, 0.19 m_e
hbar^2/(2 m_e): 0.038100 eV nm^2
hbar^2/(2 m), heavy mass: 0.041594 eV nm^2
|a1|, |a2|, difference: 2.33811, 4.08795, 1.74984
energy scale E0: 28.574 meV
length scale L: 1.2065 nm
FIELD from formula: 0.023683 V/nm = 0.2368 MV/cm
field from grid search: 0.2368 MV/cm
phase-counting |a1|, |a2|: 2.3203, 4.0818
field from phase counting: 0.2345 MV/cm
levels E1, E2: 66.81, 116.81 meV
mean distances from wall: 1.881, 3.288 nm
field change per 1 meV of spacing: 0.0071 MV/cm
lowest light-mass level: 112.86 meV
field if 50 meV were light minus heavy: 0.2679 MV/cm
permittivities Si, oxide (input): 11.7, 3.9
oxide barrier, mass, thickness (input): 3.1 eV, 0.5 m_e, 10 nm
node shift into oxide, level 1: 0.0865 nm
barrier lowers E1, E2 by: 2.040, 2.051 meV
spacing change, finite barrier: -0.0107 meV
image constant C: 15.384 meV nm
band bending, gap (input): 1.0 V, 1.17 eV
depletion width W: 84.4 nm
acceptor density implied: 1.81e+17 cm^-3
inversion density (input): 1.0e+11 cm^-2
surface field added by it: 0.0155 MV/cm
image repulsion: spacing change -2.90 meV, refitted field 0.2584 MV/cm
depletion curvature: spacing change -1.25 meV, refitted field 0.2462 MV/cm
inversion charge: spacing change +0.37 meV, refitted field 0.2342 MV/cm
refitted field, these three together: 0.2677 MV/cm
relative change of field, three together: +13.0 %
kT at 77 K, 300 K: 6.64, 25.85 meV
share in lowest level at 77 K, 300 K: 0.995, 0.510
tunnelling mass across gap (input): 0.2 m_e
tunnelling exponent across gap: 163 (no unit)
field in oxide: 0.711 MV/cm
tunnelling exponent through oxide: 118 (no unit)
```
